# Critical donor density from Mott's criterion for a 2 nm Bohr radius

## Question

I have an exercise that says: "Donors in a semiconductor have an effective Bohr radius of 2 nm. Use Mott's criterion to calculate the critical donor density." My notes give the criterion as

$$n_c^{1/3}a\approx 0.26,$$

with $a$ the effective Bohr radius. I divided 0.26 by 2 nm and got $1.3\times10^8\ \mathrm{m^{-1}}$, which is not a density, so I am stuck already.

I would also like to know what I am calculating. Where does a number like 0.26 come from, and how far can I trust it? The radius looks like that of phosphorus donors in silicon, but silicon with far fewer donors than any "critical" density conducts perfectly well on my bench. What is critical about it?

## Answer

### The number you were asked for

You have found $n_c^{1/3}$, which is an inverse length. The density is its cube:

$$n_c=\left(\frac{0.26}{a}\right)^3=\left(\frac{0.26}{2\times10^{-9}\ \mathrm m}\right)^3=(1.3\times10^{8}\ \mathrm{m^{-1}})^3\approx2.2\times10^{24}\ \mathrm{m^{-3}}.$$

Since $1\ \mathrm{m^3}=10^6\ \mathrm{cm^3}$, this is $2.2\times10^{18}\ \mathrm{cm^{-3}}$.

To picture it, give each donor a cube of volume $1/n_c$. The side of the cube sets the scale of the donor spacing,

$$n_c^{-1/3}=\frac{a}{0.26}=3.85\,a=7.7\ \mathrm{nm}.$$

This is nearly four Bohr radii, but it is not the distance to the nearest neighbour. For donors placed independently at random, that distance averages $0.554\,n_c^{-1/3}$, or about $2.1\,a$.

The cube also makes the answer sensitive to its input. From $\ln n_c=3\ln 0.26-3\ln a$, a small change in $a$ gives $\delta n_c/n_c=-3\,\delta a/a$. With the constant held at 0.26, $a=1.8$ nm gives $3.0\times10^{24}\ \mathrm{m^{-3}}$ and $a=2.2$ nm gives $1.65\times10^{24}\ \mathrm{m^{-3}}$. "About $2\times10^{24}\ \mathrm{m^{-3}}$" is as much as the criterion deserves.

### What is critical

The criterion concerns zero temperature. At low donor density each donor holds its electron in a hydrogen-like state, and the crystal is an insulator. At high density the electrons are free and the crystal is a metal.

Mott's argument asks whether the metal is stable. Free electrons gather around each positive donor and screen its attraction. If the screened attraction cannot bind an electron, the electrons stay free and go on screening. If it can bind one, the metallic state is in danger: captured electrons no longer screen as free ones do, which strengthens the binding further.

The following model turns this into a number. It assumes one isotropic band with effective mass $m$, two spin states, permittivity $\varepsilon$, one electron per donor, and weak, slowly varying disturbances of the electron gas. I measure length in units of $a$ and energy in units of $\hbar^2/(ma^2)$, where

$$a=\frac{4\pi\varepsilon\hbar^2}{me^2}.$$

In these units an unscreened donor attracts an electron with potential energy $-1/r$, and the kinetic energy at wave number $k$ is $k^2/2$. At zero temperature the model then has one parameter left, the density in units of $a^{-3}$. Any threshold it contains must have the form $n_ca^3=\text{constant}$. That explains the form of the criterion; the constant needs more work.

### How strongly the electrons screen

In a box of volume $V$ the allowed wave vectors have density $V/(2\pi)^3$. Filling a sphere of radius $k_F$ with two electrons per wave vector gives

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

The highest filled energy is $\mu=k_F^2/2$. Since $dn/dk_F=k_F^2/\pi^2$ and $d\mu/dk_F=k_F$,

$$\frac{dn}{d\mu}=\frac{k_F}{\pi^2}.$$

Now single out one donor, and treat the charge of the others as a uniform background that cancels the average electron density $n$. Let $U(r)$ be the potential energy of an electron near the chosen donor. In equilibrium the total energy of the highest filled state is $\mu$ everywhere, so the kinetic part available at $r$ is $\mu-U(r)$. If $U$ is small and varies slowly, the local density is

$$n(r)\approx n-U(r)\frac{dn}{d\mu}.$$

Where $U$ is negative, the density rises, as it should.

The net charge density, in units of $e$, is the donor minus the excess electrons:

$$\rho=\delta(\mathbf r)-[n(r)-n]=\delta(\mathbf r)+U\frac{dn}{d\mu}.$$

Poisson's equation for the electrostatic potential $\phi$ is $\nabla^2\phi=-4\pi\rho$. An electron has charge $-1$, so $U=-\phi$ and $\nabla^2U=4\pi\rho$. Hence

$$\nabla^2U-k_s^2U=4\pi\delta(\mathbf r),\qquad k_s^2=4\pi\frac{dn}{d\mu}=\frac{4k_F}{\pi}.$$

Away from the origin write $U=w/r$. Then $\nabla^2U=w''/r$, so $w''=k_s^2w$, and the decaying solution is $w\propto e^{-k_sr}$. Close to the donor $U$ must approach $-1/r$, which fixes the factor:

$$U(r)=-\frac{e^{-k_sr}}{r}.$$

The attraction is cut off beyond the screening length $1/k_s$. In ordinary units, $k_s^2=4k_F/(\pi a)$.

### When the screened donor can bind

Try the hydrogen-like state

$$\psi=\sqrt{\frac{\alpha^3}{\pi}}\,e^{-\alpha r}$$

with adjustable $\alpha>0$. It is normalized, because $4\alpha^3\int_0^\infty r^2e^{-2\alpha r}dr=4\alpha^3\cdot2/(2\alpha)^3=1$. Its gradient has magnitude $\alpha\psi$, so the kinetic energy is $\frac12\int|\nabla\psi|^2d^3r=\alpha^2/2$. The potential energy is

$$-4\alpha^3\int_0^\infty r\,e^{-(2\alpha+k_s)r}dr=-\frac{4\alpha^3}{(2\alpha+k_s)^2}.$$

The total is

$$E(\alpha)=\frac{\alpha^2}{2}-\frac{4\alpha^3}{(2\alpha+k_s)^2}.$$

Without screening, $k_s=0$ and $E=\alpha^2/2-\alpha$. Its minimum is $-1/2$ at $\alpha=1$, the hydrogen ground state in these units.

With screening, a free electron at rest far away has zero energy, so binding requires $E<0$. Multiply this inequality by the positive quantity $2(2\alpha+k_s)^2/\alpha^2$:

$$(2\alpha+k_s)^2<8\alpha .$$

Bring everything to the left and complete the square:

$$4\alpha^2+4(k_s-2)\alpha+k_s^2=4\left(\alpha-1+\frac{k_s}{2}\right)^2+4(k_s-1)<0 .$$

The square is never negative, so no $\alpha$ works if $k_s\ge1$. If $k_s<1$, the choice $\alpha=1-k_s/2$ is positive and makes the square vanish, so the inequality holds. This trial state therefore binds precisely when $k_sa<1$: the screening length must exceed the Bohr radius.

At the border, $k_sa=1$ gives $4k_Fa/\pi=1$, or $k_F=\pi/(4a)$. Then

$$n_c=\frac{1}{3\pi^2}\left(\frac{\pi}{4a}\right)^3=\frac{\pi}{192\,a^3},\qquad n_c^{1/3}a=\left(\frac{\pi}{192}\right)^{1/3}=0.254 .$$

For $a=2$ nm this is $2.0\times10^{24}\ \mathrm{m^{-3}}$, close to the result with 0.26.

### How seriously to take the constant

That closeness flatters the derivation. A trial energy lies at or above the true ground-state energy, so a negative value proves binding, but a failure to find one does not disprove it. Solving the radial equation numerically for the same potential shows that the bound state survives until $k_sa=1.19$.

This seemingly small shift matters because $k_s^2\propto k_F\propto n^{1/3}$, so that $n\propto k_s^6$. The threshold density grows by a factor of $1.19^6\approx2.8$, to $5.8\times10^{24}\ \mathrm{m^{-3}}$, and the constant becomes

$$0.254\times1.19^2\approx0.36 .$$

So the model explains the scaling with $a$ and, with this linear screening formula, gives a constant of a few tenths. It does not derive 0.26, which is an empirical value. The agreement of 0.254 with it rests partly on the simple trial state.

The model also leaves out the random positions of the donors and the repulsion between electrons beyond its average screening effect. The repulsion matters on the insulating side, where putting a second electron on an occupied donor costs energy. Nor is the disturbance weak close to the donor, as the screening formula assumed. At $k_sa=1$ the model has $\mu=\pi^2/32=0.31$, while $|U|=e^{-1}=0.37$ at one Bohr radius and more further in. That inner region supplies a fraction $1-3e^{-2}=0.59$ of the trial state's potential energy, so the constant could change substantially. I have no estimate here of how far these three simplifications move the threshold.

### Is this phosphorus in silicon?

It is the right regime. Take rough values for silicon: relative permittivity 11.7, and electron masses of 0.19 and 0.92 electron masses across and along the axis of a conduction-band valley. With $a_0=0.0529$ nm the ordinary Bohr radius, $a=11.7\,a_0\,m_e/m$. A radius of 2 nm then corresponds to an isotropic mass

$$\frac{m}{m_e}=\frac{11.7\times0.0529}{2}=0.31,$$

which lies between the two. The hydrogen-like binding energy is $e^2/(8\pi\varepsilon a)=31$ meV. The real transition lies at roughly $3.5$ to $4\times10^{18}\ \mathrm{cm^{-3}}$, which is 1.6 to 1.8 times the exercise's answer. Several simplifications can be sized.

**Unequal masses.** Use the trial state $\exp(-\sqrt{\rho^2/a_t^2+z^2/a_l^2})$, with $z$ along the valley axis and $\rho$ the distance from it. Stretching the coordinates by $a_t$ and $a_l$ turns it into $e^{-u}$, for which the mean squared derivative along each axis is $1/3$ and the mean of $1/u$ is 1. In ordinary atomic units, with masses in units of $m_e$, the energy is therefore

$$E=\frac16\left(\frac{2}{m_ta_t^2}+\frac{1}{m_la_l^2}\right)-\frac{1}{11.7}\int_0^1\frac{dc}{\sqrt{a_t^2(1-c^2)+a_l^2c^2}},$$

where $c$ is the cosine of the angle to the axis in the stretched coordinates. Minimizing it gives $a_t=2.44$ nm and $a_l=1.40$ nm. The donor state is flattened, but a sphere of equal volume has radius $(a_t^2a_l)^{1/3}=2.02$ nm. The two radii belong to this trial form, in which they equal the root-mean-square extents along the axes. A converged solution of the same Hamiltonian gives extents of 2.46 and 1.35 nm, with the equal-volume radius unchanged at 2.02 nm. If that radius is used in the criterion, $n_c=2.1\times10^{24}\ \mathrm{m^{-3}}$, close to the exercise's answer. This shows that a radius of 2 nm suits silicon's masses; it does not test whether the constant 0.26 also holds for flattened states.

**Stronger binding.** A phosphorus donor binds its electron by roughly 45 meV, because close to the phosphorus ion the attraction differs from that of a point charge in a uniform dielectric. Very far from the ion the exponential factor of the state is $e^{-\kappa r}$, with $\hbar^2\kappa^2/(2m)$ equal to the binding energy. At the distances between donors the Coulomb tail is not yet negligible (31 meV at 4 nm), and the local decay length there is somewhat shorter than $1/\kappa$: 1.53 nm at 4 nm and 1.59 nm at 8 nm. For the hydrogen-like donor $1/\kappa=a$. At fixed mass the length scales as the inverse square root of the binding energy:

$$\frac1\kappa=2\ \mathrm{nm}\times\sqrt{\frac{30.8}{45}}=1.65\ \mathrm{nm}.$$

With this length in place of $a$, the criterion gives $3.9\times10^{24}\ \mathrm{m^{-3}}$. That is close to the real value, but I would not call it a confirmation: the replacement is itself an estimate, and other effects are still missing. Other reasonable lengths for the same 45 meV state give other answers. With the valley masses, $1/\kappa$ is 2.11 nm across the axis and 0.96 nm along it, and the first of these gives $1.9\times10^{24}\ \mathrm{m^{-3}}$. A radius taken from the root-mean-square size, about 1.4 nm, gives about $6\times10^{24}\ \mathrm{m^{-3}}$. The choice of radius alone can thus move the answer by about a factor of three.

**Six valleys.** Silicon has $g=6$ equivalent conduction-band valleys. If free electrons spread equally over them, each valley holds $n/g$, while all of them screen:

$$n=\frac{gk_F^3}{3\pi^2},\qquad k_s^2=\frac{4gk_F}{\pi a}.$$

Setting $k_sa=1$ now gives $k_F=\pi/(4ga)$, and hence $n_c=\pi/(192g^2a^3)$. The density drops by $g^2=36$, to $5.7\times10^{22}\ \mathrm{m^{-3}}$, far below the real transition.

One fault can be located. The screening formula assumed that $U$ varies slowly on the scale of the electron wavelength. At the supposed threshold,

$$\frac{k_s}{2k_F}=\frac{1/a}{2\pi/(4ga)}=\frac{2g}{\pi},$$

which is 0.64 for one valley but 3.8 for six. To see what a rapid variation does, apply a weak potential $U_0\cos(\mathbf q\cdot\mathbf r)$. First-order perturbation theory mixes $\mathbf k$ with $\mathbf k\pm\mathbf q$, with energy denominators $-(q^2/2\pm\mathbf k\cdot\mathbf q)$. The two terms contribute equally when summed over the filled sphere, so each valley responds with

$$\delta n=-U_0\cos(\mathbf q\cdot\mathbf r)\;4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{q^2/2+\mathbf k\cdot\mathbf q}.$$

For $q\gg k_F$ the denominator is nearly $q^2/2$. The integral with its factor 4 becomes $4n_v/q^2$, where $n_v=k_F^3/(3\pi^2)$ is the density in one valley. Divided by the slow-variation response $k_F/\pi^2$, this is

$$\frac{4k_F^2}{3q^2}=\frac13\left(\frac{2k_F}{q}\right)^2 .$$

At $q=k_s$ in the six-valley case it is about 0.023, and the full integral agrees. The formula thus overstates the response at that wave number about forty times. For one valley the full integral, taken as a principal value, gives 0.85, so there the error at $q=k_s$ is much smaller, although the ratio has already fallen to 0.24 at $q=2k_s$. If the screened potential is rebuilt with this $q$-dependent response, still linear and with isotropic valleys, the numerical binding threshold for one valley moves from $n_c^{1/3}a=0.36$ to 0.40. For six valleys the trial-state constant rises from 0.077 to 0.23, and the numerical solution gives 0.27. The value $5.7\times10^{22}\ \mathrm{m^{-3}}$ therefore lies outside the range of the simple screening formula and is not a better critical density.

### Why your sample conducts anyway

Your bench is at room temperature, where $k_BT=26$ meV. That is smaller than the donor binding energy, but not by a large factor, and well below the critical density the band offers many more thermally accessible states than there are donors. Together these let heat free electrons from donors that would hold them at zero temperature.

To estimate how many, let $N$ be the donor density and $f$ the ionized fraction. Treat the donors as isolated, with binding energy $E_b=45$ meV and no acceptors present. Measure $\mu$ from the band edge. For a dilute electron gas,

$$n=N_ce^{\mu/k_BT},\qquad N_c=2g\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}.$$

Here $N_c$ is the effective number of band states per volume, not the critical density. Count only the lowest level of a neutral donor, with energy $-E_b$ and two spin states. The ratio of neutral to ionized donors is then

$$\frac{1-f}{f}=2e^{(\mu+E_b)/k_BT}.$$

Each free electron leaves one ionized donor behind, so $n=fN$ and $e^{\mu/k_BT}=fN/N_c$. Substituting this and rearranging,

$$\frac{f^2}{1-f}=\frac{N_c}{2N}\,e^{-E_b/k_BT}.$$

Take $N=2.2\times10^{23}\ \mathrm{m^{-3}}$, one tenth of the critical density, with $m=0.31\,m_e$ and $g=6$. At 300 K the solution is $f=0.92$. Excited donor levels, left out here, hold more electrons and lower this figure. The ten other 1s states of phosphorus, bound by roughly 33 meV, bring it to about 0.76. Counting the higher levels up to $n=3$ as isolated states would bring it to about 0.5, although such large orbits overlap their neighbours at this density and the count is then doubtful. In each case a large share of the donors have released their electrons, and the sample conducts. At 10 K, where $k_BT=0.86$ meV, it is $f\approx3\times10^{-12}$, and band conduction has all but vanished. This tiny figure depends exponentially on $E_b$, which neighbouring donors can lower, but even $E_b=25$ meV would give only $f\approx3\times10^{-7}$. Hopping of electrons between donors is not included in this estimate.

A sample well above $n_c$ keeps its free electrons on cooling, because they do not depend on heat for their release. The transition therefore shows in how the conductivity behaves as the temperature approaches zero, and not in whether a sample conducts at room temperature. A device designed to switch by crossing $n_c$ would need to work where $k_BT$ is small compared with both the donor binding energy and the Fermi energy. At $2.2\times10^{24}\ \mathrm{m^{-3}}$ the latter is 20 meV for one valley, or 6 meV if the electrons spread over six. At 300 K neither condition holds. Nor are the two conditions sufficient close to $n_c$, because the energy needed to free an electron falls towards zero as the transition is approached from the insulating side.

The numerical output below lists most of the values used here, some of them to more digits.

## Calculated quantities

```
MAIN RESULT
effective Bohr radius a = 2.00 nm
empirical Mott constant C = 0.26
C/a = 1.300e+08 m^-1
critical density n_c = 2.197e+24 m^-3
critical density n_c = 2.197e+18 cm^-3
mean spacing n_c^(-1/3) = 7.69 nm
mean spacing / a = 3.85
n_c for a = 1.8 nm: 3.01e+24 m^-3
n_c for a = 2.2 nm: 1.65e+24 m^-3
SCREENING MODEL, ONE VALLEY
C from hydrogenic trial state = 0.2539
n_c from hydrogenic trial state = 2.045e+24 m^-3
numerical binding threshold k_s a = 1.1906
C from numerical threshold = 0.3599
n_c from numerical threshold = 5.826e+24 m^-3
ratio of the two model densities = 2.85
k_s/(2 k_F) at k_s a = 1: 0.637
Lindhard/Thomas-Fermi response at q = k_s: 0.851
SILICON REGIME, ROUGH INPUTS
relative permittivity = 11.7
transverse, longitudinal mass = 0.19, 0.92 m_e
isotropic mass implied by a = 0.310 m_e
hydrogenic binding energy = 30.8 meV
rough real donor binding energy = 45 meV
NEGLECTED EFFECTS
anisotropic donor radii, transverse = 2.44 nm
anisotropic donor radii, longitudinal = 1.40 nm
volume-equivalent radius = 2.02 nm
n_c with that radius = 2.12e+24 m^-3
decay length at real binding = 1.65 nm
n_c with that decay length = 3.89e+24 m^-3
number of valleys = 6
six-valley Thomas-Fermi n_c = 5.68e+22 m^-3
one-valley/six-valley density ratio = 36.0
six-valley k_s/(2 k_F) = 3.82
six-valley Lindhard/Thomas-Fermi response = 0.0232
Fermi energy at n_c, one valley = 19.9 meV
Fermi energy at n_c, six valleys = 6.0 meV
thermal energy at 10 K = 0.86 meV
thermal energy at 300 K = 25.9 meV
dilute test density n_c/10 = 2.20e+23 m^-3
ionized fraction at 10 K = 2.7e-12
ionized fraction at 300 K = 0.92
```
